Why ∂H/∂k alone misses the s-p transition in a Wannier basis

An electron moves in a chain of deep wells, U(x) = −V cos(2πx/a), with a = 5 Å and V = 40 eV. Its lowest band is s-like and 0.00012 eV wide; the next is p-like and 0.0055 eV wide. The momentum operator gives the transition between them a mean oscillator strength of 0.999. If the velocity is instead taken as the k-derivative of the 2×2 Hamiltonian in a basis of s and p Wannier functions, here made by projecting harmonic-oscillator Gaussians onto the two bands, the result is 4.6×10⁻⁸. The energies are the same in both calculations, yet one crystal absorbs light strongly and the other is practically dark.

**The belief and its appeal**

The belief is that once H(k) is known in a localized basis, the velocity matrix is ∂H/∂k divided by ħ. There are two good reasons to find it plausible.

The first is a correct operator identity. For H = p²/2m + U(x), define

h(k) = e^(−ikx) H e^(ikx) = (p + ħk)²/2m + U(x).

Its derivative is

∂h/∂k = ħ(p + ħk)/m = e^(−ikx) (ħp/m) e^(ikx),

which is ħ times the velocity, acting on the periodic parts of Bloch functions. In plane waves, the periodic basis functions e^(iGx) do not depend on k, so the derivative of the matrix is the matrix of the derivative. The periodic parts of Wannier-based Bloch functions do depend on k. Differentiating the matrix then also differentiates the basis, and that contribution has to be removed.

The second reason is that ∂H/∂k gives correct band slopes. Let c be a normalized eigenvector, Hc = Ec. Differentiating E = c†Hc gives

∂E/∂k = c†(∂H/∂k)c + E ∂(c†c)/∂k = c†(∂H/∂k)c,

because c†c = 1. A check against group velocities is therefore passed, whatever happens between bands.

**The velocity matrix**

Let |Rm⟩ be orthonormal Wannier functions, with R the lattice vector and m the orbital. They span a space with projector P. Define

|χ_m(k)⟩ = Σ_R e^(ikR) |Rm⟩,

H_nm(k) = Σ_R e^(ikR) ⟨0n|H|Rm⟩,

A_nm(k) = Σ_R e^(ikR) ⟨0n|x|Rm⟩.

No orbital positions appear in these phases. A state in the space is a packet

|ψ⟩ = ∫dk Σ_m c_m(k) |χ_m(k)⟩,

with smooth periodic c_m and the integral over one Brillouin zone. Its amplitude on |Rm⟩ is ψ_m(R) = ∫dk c_m(k) e^(ikR).

To find how x acts, shift the origin by R:

⟨Rn|x|R′m⟩ = ⟨0n|x + R|R′−R, m⟩ = ⟨0n|x|R′−R, m⟩ + R δ_RR′ δ_nm.

The last term multiplies the amplitude by R. Since R e^(ikR) = −i∂e^(ikR)/∂k, integration by parts gives

R ψ_n(R) = ∫dk c_n (−i ∂e^(ikR)/∂k) = ∫dk (i ∂c_n/∂k) e^(ikR).

The boundary terms cancel by periodicity. In the other term, set S = R′ − R:

Σ_S Σ_m ⟨0n|x|Sm⟩ ∫dk c_m e^(ik(R+S)) = ∫dk Σ_m A_nm(k) c_m(k) e^(ikR).

So, within the space, the position operator acts on the column c(k) as

x: c → (i∂/∂k + A)c,

while the Hamiltonian acts as c → H(k)c.

The velocity is the rate of change of position,

v = (i/ħ)[H, x].

For a local potential, [p²/2m, x] = −iħp/m, so this is p/m. Its projection needs care. With Q = 1 − P inserted between the operators,

P[H,x]P = [PHP, PxP] + PHQxP − PxQHP.

If H maps the space into itself, PHQ and QHP vanish and only the first commutator remains. An isolated group of bands satisfies this condition. Then

ħv c = i[H, i∂/∂k + A]c
= i{ iH ∂c/∂k − i ∂(Hc)/∂k } + i[H,A]c
= i{ −i(∂H/∂k)c } + i[H,A]c.

The terms containing ∂c/∂k have cancelled, leaving

ħv(k) = ∂H/∂k + i[H(k), A(k)].

The sign of the commutator belongs to the phase e^(ikR) and to the definition of A above.

**What each term measures**

Let c_n and c_m be eigenvectors of H(k) with energies E_n and E_m, and write a_nm = c_n†Ac_m. The second term gives

c_n† i(HA − AH) c_m = i(E_n − E_m) a_nm.

It vanishes for n = m, which is why the band slopes never reveal its absence.

For the first term, differentiate Hc_m = E_m c_m:

(∂H/∂k)c_m + H ∂c_m/∂k = (∂E_m/∂k)c_m + E_m ∂c_m/∂k.

Multiply from the left by c_n† with n ≠ m. Orthogonality removes the slope term, and c_n†H = E_n c_n†, so

c_n†(∂H/∂k)c_m = (E_m − E_n) c_n† ∂c_m/∂k.

Together,

ħv_nm = (E_m − E_n) [ c_n† ∂c_m/∂k − i a_nm ].

The derivative of H(k) records how the orbital mixture changes with k. The position matrix records the dipoles carried by the orbitals themselves. A transition generally has both parts.

**The atomic limit**

Put one s and one p function on each site and remove all matrix elements of H and x between sites. With the reference site at the origin and inversion symmetry about it,

H = diag(E_s, E_p), A_ss = A_pp = 0, A_sp = A_ps = d,

where d = ⟨0s|x|0p⟩ is real for real orbitals. H does not depend on k, so ∂H/∂k = 0. With Δ = E_p − E_s,

ħv_sp = i(E_s − E_p)d = −iΔd.

The oscillator strength, which measures the coupling to light polarized along x, is

f = 2m|v_sp|²/Δ = 2mΔd²/ħ².

For the deepest wells Δ = 20.306 eV, |d| = 0.4329 Å and ħ²/m = 7.620 eV Å². Hence

f = 2 × 20.306 × 0.4329² / 7.620 ≈ 0.999,

in agreement with the momentum calculation. The missing transition is the one a single isolated well would have.

A value near one has a simple origin. Near its minimum a deep well is a harmonic oscillator of frequency ω, for which Δ = ħω and d² = ħ/(2mω). Then f = 2m(ħω)[ħ/(2mω)]/ħ² = 1. The computed means, 0.985, 0.997 and 0.999 for V = 10, 20 and 40 eV, approach this limit.

One is also the whole strength available. To see this, expand h(k+q) = h(k) + q∂h/∂k + ħ²q²/2m. Second-order perturbation theory for the lowest band gives the coefficient of q², which is half the band curvature:

½ ∂²E_0/∂k² = ħ²/2m − Σ_m |ħv_m0|²/(E_m − E_0),

where m in the sum runs over all higher bands. Multiplying by 2m/ħ², with m now the mass, and rearranging,

Σ f = 1 − (m/ħ²) ∂²E_0/∂k².

The zone average of the curvature is zero, because ∂E_0/∂k is periodic. The mean total strength is therefore one, as the direct sum over plane-wave states confirms. Dropping the commutator loses nearly all of the lowest band's strength here, not a small correction.

**Flat bands are not enough**

Flat bands do not by themselves make ∂H/∂k dark. Consider two orbitals per cell, at 0 and τ, with no position matrix elements between different orbitals. Let orbital 1 be coupled only to orbital 2 of the cell on its left:

H_12 = (Δ/2)e^(−ika), H_21 = (Δ/2)e^(ika), H_11 = H_22 = 0.

The energies are ±Δ/2 at every k, so both bands are flat. Yet

(∂H/∂k)_12 = −ia H_12,

which is not zero. The position matrix is A = diag(0, τ), and

i[H,A]_12 = i(H_12 τ − 0·H_12) = iτH_12.

The full element is

ħv_12 = i(τ − a)H_12.

The distance τ − a is the actual separation of the two coupled orbitals. The eigenvectors are c_± = (1, ±e^(ika))/√2. Since ħv_21 is the complex conjugate of ħv_12,

c_+†(ħv)c_− = ½(−e^(ika)ħv_12 + e^(−ika)ħv_21) = −i(τ − a)Δ/2.

The magnitude is Δ|τ − a|/2, whereas ∂H/∂k alone would give Δa/2 for any τ. Here the truncated formula is bright, but its length is wrong unless |τ − a| happens to equal a, as it does for τ = 0. What made the s-p chain dark under ∂H/∂k was an orbital mixture almost independent of k. Flat energies do not guarantee this, and dispersing bands do not exclude it.

**When the bands disperse**

The shallowest wells, V = 10 eV, are a less extreme case: the p band is 0.95 eV wide. At k = 0.1 Å⁻¹, after a common phase is removed, the s-p element is

ħv_sp = −0.7043 + 6.4777 = 5.7734 eV Å.

The first number comes from ∂H/∂k and the second from the commutator. The momentum operator, applied to plane-wave states that make no use of Wannier functions, also gives 5.773 eV Å.

The two terms add as amplitudes. At this k the first alone would give (0.704/5.773)² ≈ 1.5% of the strength. The commutator alone would give (6.478/5.773)² ≈ 1.26 times the true strength. Reversing its sign would make the magnitude 7.182 eV Å and the strength about 1.55 times the true value. A small first term can thus matter through interference. The split itself is not unique: another choice of s and p Wannier functions for the same two bands moves weight between the terms but leaves the magnitude of their sum unchanged.

A nearest-neighbour estimate shows why the terms can interfere fully. For real orbitals let t = ⟨0s|H|a p⟩. Inversion changes the sign of p, so ⟨0s|H|−a p⟩ = −t, and

H_sp(k) = t e^(ika) − t e^(−ika) = 2it sin(ka),

∂H_sp/∂k = 2iat cos(ka).

The atomic term −iΔd is also imaginary. The two either add or subtract, and the cosine changes sign across the zone, so the reduction seen at one k must not be read as a reduction everywhere.

The same estimate explains how fast the truncated result dies. To leading order in hopping divided by Δ, its mean strength follows from the zone average of 4a²t²cos²(ka), which is 2a²t²:

f_trunc ≈ 2(2a²t²)/[(ħ²/m)Δ] = 4ma²t²/(ħ²Δ).

It falls as the square of the s-p hopping, while the atomic strength contains no hopping. The computed truncated means are 7.8×10⁻³, 6.9×10⁻⁵ and 4.6×10⁻⁸ for the three depths. These values depend on the Wannier functions chosen, because t does; the true strength does not. The true strength rises slightly over the same series.

**The same omission in another basis**

The phases may instead include the orbital centres τ_m. With D = diag(e^(ikτ_m)) and τ the diagonal matrix of centres, the new Hamiltonian is H̃ = D†HD. Since ∂D/∂k = iDτ and ∂D†/∂k = −iτD†,

∂H̃/∂k = −iτD†HD + D†(∂H/∂k)D + iD†HDτ
= D†{ ∂H/∂k + i[H,τ] }D,

because diagonal matrices commute. This derivative already contains the part of the position matrix given by the centres. The full velocity becomes

D†(ħv)D = ∂H̃/∂k + iD†[H, A − τ]D.

For s and p on one site the centres coincide, τ is a multiple of the identity, and [H,τ] = 0. Including positions in the phases does not help.

Now use the hybrids h_± = (s ± p)/√2. Their on-site position elements are

⟨h_±|x|h_±⟩ = ½(±d ± d) = ±d,

⟨h_+|x|h_−⟩ = ½(−d + d) = 0.

In the atomic limit A = τ, so the remaining commutator vanishes and ∂H̃/∂k is complete. Explicitly, ⟨h_+|H|h_−⟩ = (E_s − E_p)/2 = −Δ/2, and

H̃_+− = e^(−ikd)(−Δ/2)e^(−ikd) = −(Δ/2)e^(−2ikd),

∂H̃_+−/∂k = iΔd e^(−2ikd).

The s and p states are now (e^(−ikd), ±e^(ikd))/√2, with the upper sign for s. The derivative matrix acting on the p state gives −iΔd times the s state, which is the earlier atomic element.

The same physical states are therefore dark or bright under ∂H/∂k according to the basis and phases chosen. For V = 10 eV the hybrids give a mean strength of 0.9875 against the true 0.9852. The difference comes from position elements between sites, since the on-site ones are all contained in τ. For V = 40 eV the two values agree to the five decimals printed.

This remedy does not carry over to all directions in three dimensions. Take s, p_x and p_y on one site, and let X and Y be x and y projected onto that space. Then X p_x = d s and Y s = d p_y, so YX p_x = d² p_y. By reflection and inversion Y p_x = 0, so XY p_x = 0. X and Y do not commute, and no basis of hybrids makes both diagonal. Some on-site dipole must remain outside the centres.

**Where the full formula itself fails**

The derivation required H to preserve the Wannier space. It is easy to violate this by using orthonormalized s and p Gaussians directly, without first projecting them onto the two bands. For V = 10 eV and k = 0, the momentum operator between the resulting Bloch sums has an s-p element of magnitude 6.45 eV Å. The expression ∂H/∂k + i[H,A], built from the same functions, gives 5.61 eV Å, 13% below the direct value. The difference is the pair of terms containing Q in the projected commutator.

The same caution applies to a Wannier space extracted from entangled bands. If two exact eigenstates |n⟩ and |m⟩ both lie in the space, then ⟨n|HQ = E_n⟨n|Q = 0 and QH|m⟩ = E_m Q|m⟩ = 0, so their velocity element is still correct. For interpolated states that are not exact eigenstates, that protection is absent.

A nonlocal potential is a different matter. It makes v differ from p/m, but the derivation used (i/ħ)[H,x], so the Wannier formula still gives the velocity if the invariance condition holds.

For the isolated two-band space of the chain, the full formula was tested at wavevectors outside the mesh used to build the Wannier functions. Energies and s-p velocity magnitudes agreed with the plane-wave values to within about 4×10⁻¹² in eV and eV Å respectively. The values for all three depths are in the numerical output. What separates the bright chain from the dark one is the position matrix, which the band energies do not supply.

Computed results

```
hbar^2/m = 7.61996 eV A^2; lattice constant a = 5.0 A
construction mesh: 41 k-points; test mesh: 24 k-points
--- V = 10 eV ---
bandwidths s, p: 0.055801, 0.949864 eV
gap from p band to third band at k=0: 4.805 eV
on-site splitting 9.1074 eV; dipole |d| 0.6423 A
splitting times dipole: 5.8500 eV A
s-p element of hbar*v at k = 0.1 1/A, common phase removed:
  dH/dk term -0.70431, commutator term 6.47774 eV A
  sum 5.77343, direct momentum 5.77343 eV A
mean f, direct momentum: 0.98517; full formula: 0.98517
mean f, dH/dk alone in s-p basis: 7.789e-03
mean f, dH/dk alone, hybrids with centre phases: 0.98753
f, on-site estimate: 0.98627; sum over all bands: 1.00000
largest off-mesh error (eV or eV A): 1.5e-12
--- V = 20 eV ---
bandwidths s, p: 0.004798, 0.144180 eV
gap from p band to third band at k=0: 10.850 eV
on-site splitting 13.8013 eV; dipole |d| 0.5245 A
splitting times dipole: 7.2393 eV A
s-p element of hbar*v at k = 0.1 1/A, common phase removed:
  dH/dk term -0.07542, commutator term 7.31064 eV A
  sum 7.23522, direct momentum 7.23522 eV A
mean f, direct momentum: 0.99665; full formula: 0.99665
mean f, dH/dk alone in s-p basis: 6.869e-05
mean f, dH/dk alone, hybrids with centre phases: 0.99667
f, on-site estimate: 0.99667; sum over all bands: 1.00000
largest off-mesh error (eV or eV A): 2.1e-12
--- V = 40 eV ---
bandwidths s, p: 0.000116, 0.005528 eV
gap from p band to third band at k=0: 18.387 eV
on-site splitting 20.3064 eV; dipole |d| 0.4329 A
splitting times dipole: 8.7911 eV A
s-p element of hbar*v at k = 0.1 1/A, common phase removed:
  dH/dk term -0.00234, commutator term 8.79335 eV A
  sum 8.79101, direct momentum 8.79101 eV A
mean f, direct momentum: 0.99892; full formula: 0.99892
mean f, dH/dk alone in s-p basis: 4.580e-08
mean f, dH/dk alone, hybrids with centre phases: 0.99892
f, on-site estimate: 0.99892; sum over all bands: 1.00000
largest off-mesh error (eV or eV A): 3.5e-12
--- raw Gaussians, space not invariant under H, V = 10 eV, k = 0 ---
s-p hbar*v: direct 6.4504, formula 5.6112 eV A
```
